# Why LDA leaves fractional charges on dissociated NaCl: test program

```python
"""Spurious charge of infinitely separated Na and Cl in spin-polarized LDA.

Result under test: if q electrons pass from Na to Cl and both fragment
energies are quadratic between integers, then
    dE(q) = gap*q - C*q*(1-q)/2,   gap = I(Na) - A(Cl),
    q_min = 1/2 - gap/C, clipped to [0, 1],
    dE(q_min) = -C*q_min**2/2 for an interior minimum.
I: ionization energy, A: electron affinity, C: sum of the two curvatures.
Piecewise-linear energies (C = 0) give q = 0 when gap > 0.
Energies are in hartree (Ha), charges in units of e.
Fractional 3p occupation of Cl is spread evenly to keep the atom spherical.
"""
from functools import lru_cache
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq, linprog
from pyscf import gto, dft, lib

lib.num_threads(1)
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BASIS = "def2-qzvppd"
solvers = {}
last_density = {}


def make_solver(symbol, lmax):
    shells = [b for b in gto.basis.load(BASIS, symbol) if b[0] <= lmax]
    mol = gto.M(atom=symbol + " 0 0 0", basis={symbol: shells},
                spin=1, verbose=0)
    mf = dft.UKS(mol)
    mf.xc = "lda,vwn"
    mf.grids.atom_grid = (100, 50)
    mf.grids.prune = None
    mf.small_rho_cutoff = 0
    mf.conv_tol = 1e-10
    mf.max_cycle = 150
    return mf


def occupations(symbol, charge, norb):
    """Spin-resolved occupations for a net charge between -1 and +1."""
    occ = np.zeros((2, norb))
    if symbol == "Na":
        valence = 1.0 - charge
        occ[:, :5] = 1.0
        occ[0, 5] = min(valence, 1.0)
        occ[1, 5] = max(valence - 1.0, 0.0)
    else:
        occ[0, :9] = 1.0
        occ[1, :6] = 1.0
        occ[1, 6:9] = (2.0 - charge) / 3.0
    return occ


@lru_cache(maxsize=None)
def atom(symbol, charge, lmax=1):
    """Self-consistent energy and orbital energies (two spin channels)."""
    key = (symbol, lmax)
    if key not in solvers:
        solvers[key] = make_solver(symbol, lmax)
        last_density[key] = solvers[key].get_init_guess()
    mf = solvers[key]

    def fixed_occ(mo_energy=None, mo_coeff=None):
        return occupations(symbol, charge, len(mo_energy[0]))

    mf.get_occ = fixed_occ
    energy = mf.kernel(dm0=last_density[key])
    assert mf.converged, (symbol, charge)
    last_density[key] = np.array(mf.make_rdm1())
    levels = np.array(mf.mo_energy)
    if symbol == "Cl":
        assert np.ptp(levels[1, 6:9]) < 1e-4  # a true, degenerate 3p shell
    return float(energy), levels


def energy(symbol, charge):
    return atom(symbol, charge)[0]


def na_level(charge):
    return atom("Na", charge)[1][0, 5]


def cl_level(charge):
    return atom("Cl", charge)[1][1, 6:9].mean()


E_na, E_cl = energy("Na", 0.0), energy("Cl", 0.0)


def pair_scf(q):
    """LDA energy of the separated pair relative to neutral atoms."""
    return energy("Na", q) - E_na + energy("Cl", -q) - E_cl


# Parameters of the two parabolas from transfers 0, 1/2 and 1.
ion_na = energy("Na", 1.0) - E_na
aff_cl = E_cl - energy("Cl", -1.0)
curv_na = 8 * ((E_na + energy("Na", 1.0)) / 2 - energy("Na", 0.5))
curv_cl = 8 * ((E_cl + energy("Cl", -1.0)) / 2 - energy("Cl", -0.5))
gap = ion_na - aff_cl
C = curv_na + curv_cl


def pair_quadratic(q, gap_value, curvature):
    return gap_value * q - curvature * q * (1 - q) / 2


def predicted_charge(gap_value, curvature):
    return float(np.clip(0.5 - gap_value / curvature, 0.0, 1.0))


q_pred = predicted_charge(gap, C)
depth_pred = -C * q_pred**2 / 2
assert curv_na > 0 and curv_cl > 0
assert 0 < gap < C / 2

# Frontier eigenvalues are derivatives with respect to electron number.
step = 0.02
slope_na = (energy("Na", 0.4 - step) - energy("Na", 0.4 + step)) / (2 * step)
slope_cl = (energy("Cl", -0.4 - step) - energy("Cl", -0.4 + step)) / (2 * step)
assert abs(slope_na - na_level(0.4)) < 1e-4
assert abs(slope_cl - cl_level(-0.4)) < 1e-4

# Direct self-consistent minimum: equal frontier levels, no parabola used.
q_scf = brentq(lambda q: cl_level(-q) - na_level(q), 0.05, 0.95, xtol=1e-5)
depth_scf = pair_scf(q_scf)
assert depth_scf < min(pair_scf(q_scf - 0.05), pair_scf(q_scf + 0.05))
assert na_level(q_scf) < 0 and cl_level(-q_scf) < 0
# Tolerances allow for the cubic and higher terms of the LDA energies.
assert abs(q_pred - q_scf) < 0.02
assert abs(depth_pred - depth_scf) < 1e-3

# Brute-force minima, including the cases that end at q = 0 or q = 1.
scan = np.linspace(0, 1, 4001)
rng = np.random.default_rng(4)
for gap_try, curv_try in zip(rng.uniform(-1, 1, 200), rng.uniform(0.1, 2, 200)):
    q_scan = scan[np.argmin(pair_quadratic(scan, gap_try, curv_try))]
    assert abs(q_scan - predicted_charge(gap_try, curv_try)) < 3e-4

# Scale only the curvature; the integer energies remain unchanged.
threshold = 2 * gap / C
q_below = scan[np.argmin(pair_quadratic(scan, gap, 0.9 * threshold * C))]
q_above = scan[np.argmin(pair_quadratic(scan, gap, 1.1 * threshold * C))]
assert q_below == 0 and q_above > 0.01

# Opposite transfer, from Cl to Na.
reverse_gap = pair_scf(-1.0)
reverse_half = pair_scf(-0.5)
reverse_slope = atom("Na", 0.0)[1][1, 5] - cl_level(0.0)
assert reverse_gap > 0 and reverse_half > 0 and reverse_slope > 0

# Ensemble definition: minimize over weights of integer-charge states.
charges = np.array([-1.0, 0.0, 1.0])
costs = np.array([energy("Na", c) - E_na for c in charges]
                 + [energy("Cl", c) - E_cl for c in charges])
norm_rows = np.array([[1, 1, 1, 0, 0, 0], [0, 0, 0, 1, 1, 1]], float)
na_row = np.r_[charges, np.zeros(3)]
cl_row = np.r_[np.zeros(3), charges]


def ensemble_energy(q):
    result = linprog(costs, A_eq=np.vstack([norm_rows, na_row, cl_row]),
                     b_eq=[1, 1, q, -q], bounds=(0, 1), method="highs")
    assert result.success
    return result.fun


for q in (-0.7, -0.2, 0.0, 0.25, 0.6, 1.0):
    linear = gap * q if q >= 0 else reverse_gap * abs(q)
    assert abs(ensemble_energy(q) - linear) < 1e-6
free = linprog(costs, A_eq=np.vstack([norm_rows, na_row + cl_row]),
               b_eq=[1, 1, 0], bounds=(0, 1), method="highs")
assert free.success
q_ensemble = float(na_row @ free.x)
assert abs(q_ensemble) < 1e-6 and abs(free.fun) < 1e-6
assert free.x[1] > 1 - 1e-6 and free.x[4] > 1 - 1e-6

# d functions cannot mix into a spherical atom with s and p electrons.
d_change = atom("Cl", 0.0, 2)[0] - E_cl
assert abs(d_change) < 1e-5

print("Spin-polarized LDA (Slater + VWN), s and p of", BASIS)
print(f"E(Na), neutral                     {E_na:12.5f} Ha")
print(f"E(Na), charge +1/2                 {energy('Na', 0.5):12.5f} Ha")
print(f"E(Na), charge +1                   {energy('Na', 1.0):12.5f} Ha")
print(f"E(Cl), neutral                     {E_cl:12.5f} Ha")
print(f"E(Cl), charge -1/2                 {energy('Cl', -0.5):12.5f} Ha")
print(f"E(Cl), charge -1                   {energy('Cl', -1.0):12.5f} Ha")
print(f"Ionization energy I of Na          {ion_na:12.5f} Ha")
print(f"Electron affinity A of Cl          {aff_cl:12.5f} Ha")
print(f"Gap I - A                          {gap:12.5f} Ha")
print(f"Curvature of Na                    {curv_na:12.5f} Ha")
print(f"Curvature of Cl                    {curv_cl:12.5f} Ha")
print(f"Total curvature C                  {C:12.5f} Ha")
print(f"Initial slope, gap - C/2           {gap - C / 2:12.5f} Ha")
print(f"Predicted charge q                 {q_pred:12.4f} e")
print(f"Direct self-consistent charge q    {q_scf:12.4f} e")
print(f"Predicted energy at minimum        {depth_pred:12.5f} Ha")
print(f"Predicted energy at minimum        {depth_pred * HARTREE_EV:12.3f} eV")
print(f"Direct energy at minimum           {depth_scf:12.5f} Ha")
print(f"Direct energy at minimum           {depth_scf * HARTREE_EV:12.3f} eV")
print(f"Na 3s level, neutral               {na_level(0.0):12.5f} Ha")
print(f"Cl 3p level, neutral               {cl_level(0.0):12.5f} Ha")
print(f"Na 3s level at direct minimum      {na_level(q_scf):12.5f} Ha")
print(f"Cl 3p level at direct minimum      {cl_level(-q_scf):12.5f} Ha")
print(f"Cl 3p level, full anion, in basis  {cl_level(-1.0):12.5f} Ha")
print(f"Na 3s level, full anion, in basis  {atom('Na', -1.0)[1][1, 5]:12.5f} Ha")
print(f"Threshold curvature fraction 2gap/C{threshold:12.4f}")
print(f"Reverse transfer, I(Cl) - A(Na)    {reverse_gap:12.5f} Ha")
print(f"Reverse transfer, initial slope    {reverse_slope:12.5f} Ha")
print(f"Reverse transfer of 1/2, LDA       {reverse_half:12.5f} Ha")
print(f"Charge from ensemble minimization  {abs(q_ensemble):12.4f} e")
print(f"Change of E(Cl) with d functions   {d_change:12.1e} Ha")
print("Energy relative to neutral atoms, Ha:")
print("q (e)   LDA direct   quadratic   linear")
for q in (0.0, 0.25, 0.5, 0.75, 1.0):
    direct, quad = pair_scf(q), pair_quadratic(q, gap, C)
    assert abs(direct - quad) < 2e-3
    print(f"{q:4.2f}  {direct:11.5f} {quad:11.5f} {ensemble_energy(q):9.5f}")
print("OK")
```

Running it gives:

```
Spin-polarized LDA (Slater + VWN), s and p of def2-qzvppd
E(Na), neutral                       -161.44114 Ha
E(Na), charge +1/2                   -161.36305 Ha
E(Na), charge +1                     -161.24415 Ha
E(Cl), neutral                       -458.67048 Ha
E(Cl), charge -1/2                   -458.78084 Ha
E(Cl), charge -1                     -458.81377 Ha
Ionization energy I of Na               0.19700 Ha
Electron affinity A of Cl               0.14329 Ha
Gap I - A                               0.05370 Ha
Curvature of Na                         0.16327 Ha
Curvature of Cl                         0.30970 Ha
Total curvature C                       0.47296 Ha
Initial slope, gap - C/2               -0.18278 Ha
Predicted charge q                       0.3865 e
Direct self-consistent charge q          0.3777 e
Predicted energy at minimum            -0.03532 Ha
Predicted energy at minimum              -0.961 eV
Direct energy at minimum               -0.03594 Ha
Direct energy at minimum                 -0.978 eV
Na 3s level, neutral                   -0.11313 Ha
Cl 3p level, neutral                   -0.30464 Ha
Na 3s level at direct minimum          -0.17838 Ha
Cl 3p level at direct minimum          -0.17838 Ha
Cl 3p level, full anion, in basis       0.00346 Ha
Na 3s level, full anion, in basis       0.03417 Ha
Threshold curvature fraction 2gap/C      0.2271
Reverse transfer, I(Cl) - A(Na)         0.46531 Ha
Reverse transfer, initial slope         0.22314 Ha
Reverse transfer of 1/2, LDA            0.17121 Ha
Charge from ensemble minimization        0.0000 e
Change of E(Cl) with d functions        8.0e-13 Ha
Energy relative to neutral atoms, Ha:
q (e)   LDA direct   quadratic   linear
0.00      0.00000     0.00000   0.00000
0.25     -0.03187    -0.03091   0.01343
0.50     -0.03227    -0.03227   0.02685
0.75     -0.00257    -0.00406   0.04028
1.00      0.05370     0.05370   0.05370
OK
```
